# Bulk and Interface Spin Asymmetry from Cobalt Multilayer Resistances: a numerical check

```python
# Result under test: for a current-perpendicular multilayer without spin flips,
#   A*sqrt((R_AP - R_P)*R_AP)/N = beta*rho*t + 2*gamma*AR
# N: number of bilayers; t: cobalt thickness; rho, beta: cobalt resistivity
# parameter and its spin asymmetry; AR, gamma: the same for one interface.
# Channel resistances are 2*rho*(1 -+ beta) and 2*AR*(1 -+ gamma).
# Units: nm, nOhm m, fOhm m^2 (1 nOhm m * 1 nm = 0.001 fOhm m^2).
# The independent road is a two-channel resistor ladder solved by Kirchhoff's
# laws, with cross-links that represent spin relaxation.
import itertools
import numpy as np
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import spsolve

UNIT = 1e-9 * 1e-9 / 1e-15      # nOhm m * nm expressed in fOhm m^2


def segment(q, asymmetry, flip, cells):
    """Layer or interface: q = resistance parameter, flip = thickness/length."""
    one = np.ones(cells) / cells
    return np.array([2*q*(1 - asymmetry)*one, 2*q*(1 + asymmetry)*one,
                     flip**2/(4*q)*one])


def ladder_resistance(segments):
    """Resistance between two ends at which the spin channels are joined."""
    r_up, r_down, leak = np.concatenate(segments, axis=1)
    g_up, g_down = 1/r_up, 1/r_down
    link = diags((leak[:-1] + leak[1:])/2)

    def channel(g):
        return diags([-g[1:-1], g[:-1] + g[1:], -g[1:-1]], [-1, 0, 1])

    matrix = bmat([[channel(g_up) + link, -link],
                   [-link, channel(g_down) + link]], format="csc")
    n = len(g_up) - 1
    source = np.zeros(2*n)
    source[0], source[n] = g_up[0], g_down[0]
    v = spsolve(matrix, source)
    return 1/(g_up[0]*(1 - v[0]) + g_down[0]*(1 - v[n]))


def stack(t, signs, p, cells=6):
    """Contacts plus bilayers, each cell being half spacer, Co, half spacer."""
    contact = segment(p["contact"], 0, 0, 1) if p["contact"] > 0 else None
    half = segment(p["rho_n"]*p["t_n"]/2*UNIT, 0, p["t_n"]/2/p["l_n"], cells)
    parts = [] if contact is None else [contact]
    for s in signs:
        face = segment(p["ar"], s*p["gamma"], p["delta"], cells)
        body = segment(p["rho"]*t*UNIT, s*p["beta"], t/p["l_f"], cells)
        parts += [half, face, body, face, half]
    if contact is not None:
        parts.append(contact)
    return ladder_resistance(parts)


def extract(t, y):
    slope = (y[1] - y[0])/(t[1] - t[0])/UNIT
    return slope, y[0] - slope*t[0]*UNIT


# Extraction from the two readings
thick = np.array([2.0, 6.0])
reading = np.array([0.85, 0.99])
slope, intercept = extract(thick, reading)
assert abs(slope - 35) < 1e-9 and abs(intercept - 0.78) < 1e-12

# Worst-case rounding, found by trying all corners
h = 0.005
corners = np.array([extract(thick, reading + h*np.array(c))
                    for c in itertools.product([-1, 1], repeat=2)])
slope_err, int_err = np.max(abs(corners - [slope, intercept]), axis=0)
span = thick[1] - thick[0]
assert np.isclose(slope_err, 2*h/span/UNIT)
assert np.isclose(int_err, h*thick.sum()/span)

# Rough typical low-temperature Co/Cu parameters
N = 20
base = dict(rho=75.0, ar=0.5, rho_n=6.0, t_n=10.0, contact=3.0,
            l_f=np.inf, l_n=np.inf, delta=0.0)
base["beta"] = slope/base["rho"]
base["gamma"] = intercept/(2*base["ar"])
parallel = [1]*N
alternating = [1, -1]*(N//2)


def simulate(p, high=alternating, wire=0.0, cells=6):
    rp = np.array([stack(t, parallel, p, cells) for t in thick]) + wire
    rap = np.array([stack(t, high, p, cells) for t in thick]) + wire
    return rp, rap, np.sqrt((rap - rp)*rap)/N


# Ladder without relaxation must return the readings
rp, rap, y_ladder = simulate(base)
assert np.allclose(y_ladder, reading, rtol=1e-8)
S = N*((base["rho_n"]*base["t_n"] + base["rho"]*thick)*UNIT
       + 2*base["ar"]) + 2*base["contact"]
D = N*reading
assert np.allclose(rap, S, rtol=1e-9)
assert np.allclose(rp, (S**2 - D**2)/S, rtol=1e-9)

# Same products, different separate parameters: same readings, different R_AP
other = dict(base, rho=50.0, beta=slope/50.0, ar=0.45,
             gamma=intercept/0.9, rho_n=20.0, contact=1.0)
rp_o, rap_o, y_o = simulate(other)
assert np.allclose(y_o, reading, rtol=1e-8)
assert np.all(abs(rap_o/rap - 1) > 0.05)

# Relaxation in the ladder: abrupt reversal in a long ferromagnet
l_co, l_cu, delta = 60.0, 500.0, 0.25
q_long = base["rho"]*8*l_co*UNIT
left = segment(q_long, base["beta"], 8, 400)
right = segment(q_long, -base["beta"], 8, 400)
wall = ladder_resistance([left, right]) - ladder_resistance([left, left])
wall_formula = 2*base["beta"]**2*base["rho"]*l_co*UNIT
assert abs(wall/wall_formula - 1) < 1e-3   # second-order mesh error

# Imperfect antiparallel state: 12 moments up and 8 down
imperfect = [1, -1]*8 + [1]*4
m = sum(imperfect)/N
y_imp = simulate(base, high=imperfect)[2]
factor_m = np.sqrt((1 - m**2)*(1 - m**2*D**2/S**2))
assert np.allclose(y_imp, reading*factor_m, rtol=1e-8)

# Normal wire outside the two-channel region
wire = 3.0
y_wire = simulate(base, wire=wire)[2]
assert np.allclose(y_wire, reading*np.sqrt(1 + wire/S), rtol=1e-8)

# Spin relaxation in layers and at interfaces
bulk_flip = dict(base, l_f=l_co, l_n=l_cu)
all_flip = dict(bulk_flip, delta=delta)
no_contact = dict(all_flip, contact=0.0)
l_co_warm, l_cu_warm = 40.0, 200.0
short = dict(all_flip, l_f=l_co_warm, l_n=l_cu_warm)
y_all = simulate(all_flip)[2]
y_fine = simulate(all_flip, cells=12)[2]
assert np.allclose(y_all, y_fine, rtol=1e-3)
cases = [("layer flips", simulate(bulk_flip)[2]),
         ("layer+interface flips", y_all),
         ("same, no contacts", simulate(no_contact)[2]),
         ("same, shorter lengths", simulate(short)[2]),
         ("imperfect AP, no flips", y_imp),
         ("normal wire, no flips", y_wire)]

print("Co thicknesses (nm):", thick)
print("readings per bilayer (fOhm m^2):", reading)
print(f"slope beta*rho = {slope:.2f} nOhm m = {slope*1e-9:.2e} Ohm m")
print(f"intercept 2*gamma*AR = {intercept:.3f} fOhm m^2"
      f" = {intercept*1e-15:.2e} Ohm m^2")
print(f"gamma*AR for one interface = {intercept/2:.3f} fOhm m^2")
print(f"rho_down - rho_up = {4*slope:.1f} nOhm m")
print(f"AR_down - AR_up, one interface = {2*intercept:.3f} fOhm m^2")
print(f"equal bulk and interface terms at t = {intercept/slope/UNIT:.2f} nm")
print("bulk terms (fOhm m^2):", np.round(slope*thick*UNIT, 4))
print("bulk shares (percent):", np.round(100*slope*thick*UNIT/reading, 1))
print(f"rounding +-{h} fOhm m^2: slope +-{slope_err:.2f} nOhm m,"
      f" intercept +-{int_err:.3f} fOhm m^2")
print("Rough Co/Cu model at liquid-helium temperature:")
print(f"N = {N}, Cu thickness = {base['t_n']:.0f} nm")
print(f"rho Co = {base['rho']:.0f}, rho Cu = {base['rho_n']:.0f} nOhm m")
print(f"AR interface = {base['ar']:.2f}, each contact ="
      f" {base['contact']:.1f} fOhm m^2")
print(f"beta = {base['beta']:.3f}, gamma = {base['gamma']:.3f} (no unit)")
print("no-flip total A R_AP (fOhm m^2):", np.round(rap, 3))
print("no-flip total A R_P (fOhm m^2):", np.round(rp, 3))
print("ladder readings, no flips (fOhm m^2):", np.round(y_ladder, 5))
print("Second parameter set with the same two products:")
print(f"rho Co = {other['rho']:.0f}, rho Cu = {other['rho_n']:.0f} nOhm m,"
      f" beta = {other['beta']:.3f}")
print(f"AR = {other['ar']:.2f}, contact = {other['contact']:.1f} fOhm m^2,"
      f" gamma = {other['gamma']:.3f}")
print("its total A R_AP (fOhm m^2):", np.round(rap_o, 3))
print("its readings (fOhm m^2):", np.round(y_o, 5))
print(f"spin-diffusion lengths: Co {l_co:.0f} nm, Cu {l_cu:.0f} nm")
print(f"shorter lengths: Co {l_co_warm:.0f} nm, Cu {l_cu_warm:.0f} nm")
print(f"interface thickness/spin-flip length = {delta:.2f} (no unit)")
print(f"reversal resistance: ladder {wall:.4f},"
      f" formula {wall_formula:.4f} fOhm m^2")
print(f"imperfect AP net moment fraction = {m:.2f} (no unit)")
print(f"normal wire = {wire:.1f} fOhm m^2")
print("Case: readings (fOhm m^2); slope (nOhm m); intercept (fOhm m^2)")
for name, y in cases:
    a, b = extract(thick, y)
    print(f"{name}: {y[0]:.4f}, {y[1]:.4f}; {a:.2f}; {b:.4f}")
print("Changes against the no-flip values (percent): slope; intercept")
for name, y in cases:
    a, b = extract(thick, y)
    print(f"{name}: {100*(a/slope - 1):+.1f}; {100*(b/intercept - 1):+.1f}")
print("checks complete")
```

Printed output:

```
Co thicknesses (nm): [2. 6.]
readings per bilayer (fOhm m^2): [0.85 0.99]
slope beta*rho = 35.00 nOhm m = 3.50e-08 Ohm m
intercept 2*gamma*AR = 0.780 fOhm m^2 = 7.80e-16 Ohm m^2
gamma*AR for one interface = 0.390 fOhm m^2
rho_down - rho_up = 140.0 nOhm m
AR_down - AR_up, one interface = 1.560 fOhm m^2
equal bulk and interface terms at t = 22.29 nm
bulk terms (fOhm m^2): [0.07 0.21]
bulk shares (percent): [ 8.2 21.2]
rounding +-0.005 fOhm m^2: slope +-2.50 nOhm m, intercept +-0.010 fOhm m^2
Rough Co/Cu model at liquid-helium temperature:
N = 20, Cu thickness = 10 nm
rho Co = 75, rho Cu = 6 nOhm m
AR interface = 0.50, each contact = 3.0 fOhm m^2
beta = 0.467, gamma = 0.780 (no unit)
no-flip total A R_AP (fOhm m^2): [30.2 36.2]
no-flip total A R_P (fOhm m^2): [20.63 25.37]
ladder readings, no flips (fOhm m^2): [0.85 0.99]
Second parameter set with the same two products:
rho Co = 50, rho Cu = 20 nOhm m, beta = 0.700
AR = 0.45, contact = 1.0 fOhm m^2, gamma = 0.867
its total A R_AP (fOhm m^2): [26. 30.]
its readings (fOhm m^2): [0.85 0.99]
spin-diffusion lengths: Co 60 nm, Cu 500 nm
shorter lengths: Co 40 nm, Cu 200 nm
interface thickness/spin-flip length = 0.25 (no unit)
reversal resistance: ladder 1.9599, formula 1.9600 fOhm m^2
imperfect AP net moment fraction = 0.20 (no unit)
normal wire = 3.0 fOhm m^2
Case: readings (fOhm m^2); slope (nOhm m); intercept (fOhm m^2)
layer flips: 0.8568, 1.0009; 36.03; 0.7847
layer+interface flips: 0.8759, 1.0006; 31.16; 0.8136
same, no contacts: 0.8232, 0.9508; 31.88; 0.7595
same, shorter lengths: 0.8717, 0.9943; 30.65; 0.8104
imperfect AP, no flips: 0.8275, 0.9642; 34.16; 0.7592
normal wire, no flips: 0.8912, 1.0302; 34.75; 0.8217
Changes against the no-flip values (percent): slope; intercept
layer flips: +2.9; +0.6
layer+interface flips: -11.0; +4.3
same, no contacts: -8.9; -2.6
same, shorter lengths: -12.4; +3.9
imperfect AP, no flips: -2.4; -2.7
normal wire, no flips: -0.7; +5.3
checks complete
```
